# Local conductivities, connectivity and the conductivity of a disordered film

**Q:** I have a map of local conductivities in an amorphous oxide film. Current flows everywhere in the film, so each region contributes its share, and I take the film conductivity to be the arithmetic mean of the map. For a Gaussian distribution of barriers this even gives a closed formula. Is anything wrong with that?

**A:** Try it on two equal regions with conductivities 10 and 0.1 S/cm. Side by side between the electrodes, they feel the same field and their currents add, so the conductivity is $(10+0.1)/2=5.05$ S/cm. One behind the other, they carry the same current and their resistivities average, so it is $2/(1/10+1/0.1)=2/10.1=0.198$ S/cm. The map has the same histogram in both cases. Your mean describes the first arrangement.

**Q:** Those are extreme arrangements. In a random film, shouldn't the differences average out?

**A:** We need a model in which that can be decided. Take one layer as a square network of ohmic links: $n$ rows of $n$ links along the field, and $(n-1)^2$ cross links joining neighbouring rows at the interior nodes. The left electrode is at potential 1, the right one at 0. A link stands for a square cell of film, so its conductance divided by the film thickness is the local conductivity $g>0$. I use $g$ for both, with the thickness as unit. The sample is also square, and its conductance $G$ is the film conductivity: for uniform links, $n$ parallel rows of conductance $g/n$ give $G=g$.

Let $u_{rc}$ be the voltage drop on the link in row $r$, column $c$. Cross links join nodes at the same distance from the electrodes, so they carry no net current along the field. Charge conservation then gives the same total current $I=\sum_r g_{rc}u_{rc}$ through every column. With unit voltage $I=G$. Adding the $n$ columns and dividing by $n$,
$$G=\frac1n\sum_{r,c}g_{rc}u_{rc}=\frac1{n^2}\sum_{r,c}g_{rc}w_{rc}=\langle gw\rangle,\qquad w_{rc}=n\,u_{rc}.$$
Here $w$ is the local field divided by the mean field, and the brackets average over links along the field. The drops in a row add to 1, so $\langle w\rangle=1$, and
$$G=\langle g\rangle\langle w\rangle+\mathrm{cov}(g,w)=\langle g\rangle+\mathrm{cov}(g,w).$$
Your average sets the covariance to zero, as if the field were uniform. But a good link in series with a poor one has a small voltage drop. Its high conductivity is then multiplied by a small field.

**Q:** Could the covariance be positive in some films, so that my mean is sometimes too low?

**A:** No. Consider the dissipation $P[v]=\sum_b g_b(\Delta v_b)^2$ over all links $b$, for any node potentials $v$ with the correct electrode values. Write $v=v^0+\delta$, where $v^0$ is the true solution and $\delta=0$ on the electrodes. Then
$$P[v]=P[v^0]+2\sum_b J_b\,\Delta\delta_b+\sum_b g_b(\Delta\delta_b)^2,\qquad J_b=g_b\Delta v^0_b.$$
For a link from node $i$ to node $j$, $\Delta\delta_b=\delta_i-\delta_j$. Collecting terms by node turns the middle sum into $\sum_i\delta_i\times(\text{net current leaving }i)$. This vanishes, because interior nodes have no net current and $\delta=0$ on the electrodes. The last sum is not negative, so the true potential minimises $P$. The same regrouping with $v^0$ in place of $\delta$ gives $P[v^0]=1\cdot I=G$.

Now insert a linear potential: drops $1/n$ along the field and zero on cross links. Its dissipation is $\sum g_{rc}/n^2=\langle g\rangle$, hence $G\le\langle g\rangle$, and the covariance cannot be positive.

**Q:** Is there a matching lower bound?

**A:** Yes, from currents instead of potentials. Among charge-conserving patterns $j_b$ with total current 1, the true pattern $j^0$ minimises $\sum_b j_b^2/g_b$. Put $j=j^0+\eta$, where $\eta$ conserves charge and has zero total. The cross term is $2\sum_b(j^0_b/g_b)\eta_b$. Since $j^0_b/g_b$ is a potential drop, regrouping by nodes gives potentials times net outflows of $\eta$. These outflows vanish at interior nodes and at both electrodes. The minimum is the dissipation at unit current, which is the resistance $1/G$. The trial pattern with current $1/n$ in each row and none in the cross links gives $\sum1/(n^2g_{rc})=\langle1/g\rangle$. Therefore
$$\frac1{\langle1/g\rangle}\le G\le\langle g\rangle.$$

Both ends are reached. If $g$ is constant along each row, the linear potential solves Kirchhoff's laws and $G=\langle g\rangle$. If $g$ is constant within each column, the uniform current does, and $G=1/\langle1/g\rangle$.

**Q:** Where do bottlenecks and bypasses enter these bounds?

**A:** Through better trial patterns. Forbid current in the cross links, but let each row choose its own current. The best such pattern is that of separate rows in parallel. It cannot have less resistance than the true pattern, and it includes the uniform current as a special case. Alternatively, force all nodes in a column to one potential, but let the columns choose their drops. This gives perfectly shorted columns in series, and it includes the linear potential. So
$$\frac1{\langle1/g\rangle}\le\sum_r\frac1{\sum_c1/g_{rc}}\le G\le\frac1{\sum_c\left(1/\sum_rg_{rc}\right)}\le\langle g\rangle.$$
With the cross links cut, a bottleneck spoils its whole row. With perfect cross links, current changes rows without any voltage loss and so reaches the better links of each column, but a column of poor links still cannot be avoided. In a real film, changing rows also costs some voltage.

**Q:** Put numbers on it for my barrier model.

**A:** Let $g=\sigma_0e^{-\phi/kT}$ with a temperature-independent prefactor $\sigma_0=100$ S/cm. The barriers $\phi$ are Gaussian with mean $\phi_0=0.15$ eV and width $W=0.05$ eV. These are round model parameters. Zero lies three widths below the mean, and I keep the exponential law for the few negative barriers. With $\phi=\phi_0+Wx$ and $s=W/kT$, completing the square gives
$$\langle e^{-\phi/kT}\rangle=e^{-\phi_0/kT}\int\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2-sx}=e^{-\phi_0/kT+s^2/2},$$
because $-x^2/2-sx=-(x+s)^2/2+s^2/2$. Reversing the sign of the exponent gives $\langle e^{\phi/kT}\rangle=e^{\phi_0/kT+s^2/2}$. The arithmetic and harmonic means are therefore $\sigma_0e^{-\phi_0/kT\pm s^2/2}$, on either side of the geometric mean $\sigma_0e^{-\phi_0/kT}$.

At 300 K, $kT=0.02585$ eV and $s=1.934$. The geometric mean is $100\,e^{-5.802}=0.302$ S/cm. The factor $e^{s^2/2}=6.49$ raises it to 1.96 S/cm for the arithmetic mean and lowers it to 0.0465 S/cm for the harmonic mean. The few negative barriers supply 14% of the arithmetic mean: the integrand above is a Gaussian centred at $x=-s$, and $x=-3$ lies only 1.07 widths below that centre. The bounds differ by a factor $e^{s^2}=42$. For $W\ll kT$ this ratio tends to 1, and then it hardly matters which mean you use.

I also solved Kirchhoff's laws for one random $40\times40$ film with independent links. In S/cm, the five quantities in the chain of bounds are
$$0.053<0.074<0.335<1.33<1.80.$$
The arithmetic mean of this sample is 1.803 and the covariance is $-1.468$, which leaves $0.335$. Your average is too high by a factor of 5.4.

**Q:** The solved value is close to the geometric mean. Is that a coincidence?

**A:** No. For a single layer with this distribution, a symmetry places the typical value there. Give each face of the network a number $\psi$, such that the difference across a link is the current in that link. Charge conservation at the nodes makes this consistent. Set $\psi=0$ in the region above the top row; below the bottom row it is then $G$, the total current.

Around each face the voltage drops add to zero, with their signs. Each drop is current divided by $g$, that is, a difference of $\psi$ times $1/g$. So the voltage law of the film is the current law of a dual network. Its nodes are the faces, its potential is $\psi$, its conductances are $1/g$, and its electrodes are the top and bottom regions. The dual voltage is $G$. The dual current through any row is the sum of the drops $u_{rc}$ along that row, which is 1. The dual conductance is therefore $1/G$.

The dual network has $n$ columns of $n$ links from top to bottom and $(n-1)^2$ links across them. Transposed, it has the shape of the original, so for every sample
$$G[g]\;G[(1/g)^{\mathsf T}]=1.$$

Now measure $g$ in units of $g_0=e^{\langle\ln g\rangle}$, where this average is over the distribution. Suppose all links are independent with one distribution, and $\ln(g/g_0)$ is symmetric about zero. Then a film and its dual are equally probable, so $\ln(G/g_0)$ is also symmetric about zero. Its ensemble mean vanishes:
$$\langle\ln G\rangle=\ln g_0\quad\text{for every }n.$$

**Q:** That is a statement about an ensemble. I measure one film.

**A:** Then you need the spread between samples to be small. In 200 films of each size, the standard deviation of $\ln G$ was 0.19 for $n=10$, 0.11 for $n=20$ and 0.05 for $n=40$. This is numerical evidence, not a proof, that one large film approaches the geometric mean. The means of $\ln(G/g_0)$ agree with zero within the four standard errors allowed in the test.

The single film above lies higher than typical: $\ln(0.335/0.302)=0.10$, about two standard deviations. Its mean barrier happens to be 0.1487 eV. That shift of 0.0013 eV accounts for $0.0013/0.02585=0.05$, about half of the excess.

**Q:** So the correct rule is to replace the arithmetic mean by the geometric mean?

**A:** Not as a general rule. Take links along the field of 10 and 0.1 S/cm, half of each, and rearrange them in a $40\times40$ film. Stripes along the field give 5.05 S/cm, and stripes across it give 0.198 S/cm. When the links are shuffled, and each cross link is drawn as 10 or 0.1 with equal chance, 100 films give a typical value of 1.00 S/cm, ranging from 0.77 to 1.22. The geometric mean is $\sqrt{10\times0.1}=1$ S/cm. Shuffling preserves the symmetry between a film and its dual; stripes break it. An asymmetric distribution of $\ln g$ or direction-dependent correlations can break it too, and then one must solve the network.

**Q:** You keep speaking of connectivity. Can the importance of one link be given a number?

**A:** Yes, by asking how $G$ responds to that link. $G$ is the minimum of $P$. When $g_b$ changes, the potentials also adjust, but at a minimum this adjustment has no first-order effect. What remains is the explicit dependence, $\partial G/\partial g_b=(\Delta v_b)^2$. Hence
$$\frac{\partial\ln G}{\partial\ln g_b}=\frac{g_b(\Delta v_b)^2}{G}=p_b,\qquad\sum_bp_b=1.$$
The weight $p_b$ is the fraction of the power dissipated in link $b$. A link much better than those in series with it has little voltage across it, and a very poor one that can be bypassed has little current through it. Both can have small weights. In the solved film, 41% of the links dissipate 90% of the power. Read this against a uniform film, where the cross links are idle and $0.9\times1600=1440$ of the 3121 links, or 46%, already do so. At this disorder the count alone shows only mild concentration.

**Q:** Does this affect the activation energy I extract?

**A:** Directly. With $\beta=1/kT$ we have $\partial\ln g_b/\partial\beta=-\phi_b$, so the chain rule gives
$$E_a=-\frac{d\ln G}{d\beta}=\sum_bp_b\phi_b.$$
For the solved film, the numerical slope and the weighted barrier are both 0.1474 eV. For the ensemble of single layers, $\langle\ln G\rangle=\ln\sigma_0-\beta\phi_0$ at every temperature, so the mean activation energy is $\phi_0=0.15$ eV. This equality rests on the duality and holds for one layer only. In a film several regions thick the current finds more routes over low barriers, and $E_a$ falls below $\phi_0$.

The logarithm of your arithmetic formula is $\ln\sigma_0-\beta\phi_0+\beta^2W^2/2$, and its slope gives
$$E_a^{\rm arith}=\phi_0-\frac{W^2}{kT}=0.150-0.097=0.053\ \text{eV}.$$
The Gaussian integral shows why: its integrand is centred at $x=-s$, that is, at this low barrier. The arithmetic mean is dominated by good links, whether or not they connect to one another. If you used that formula to interpret a measured 0.15 eV at 300 K, with $W$ known, you would infer a mean barrier of $0.150+0.097=0.247$ eV.

**Q:** Where is the percolation threshold in all this? So far every link conducts.

**A:** It appears when the disorder is very broad. Write $g=e^{\lambda x}$ in some conductivity unit, keep the values $x$ fixed and let $\lambda$ grow. Let $x_c$ be the largest threshold at which the links with $x\ge x_c$ still join the electrodes.

Those links contain a connecting path. Without loops it visits at most $n(n-1)$ interior nodes, so it has at most $M=n(n-1)+1$ links. Removing all other links cannot raise $G$, because each link adds a non-negative term to $P$ for every trial potential. The path alone therefore gives $G\ge e^{\lambda x_c}/M$.

For the upper bound, note that the links with $x>x_c$ do not join the electrodes. The boundary of the cluster they attach to the left electrode contains a line from top to bottom that crosses links with $x\le x_c$. This line is a path in the dual network, whose conductances there are at least $e^{-\lambda x_c}$. The same argument gives $1/G\ge e^{-\lambda x_c}/M$. Taking logarithms of both results,
$$\left|\frac{\ln G}{\lambda}-x_c\right|\le\frac{\ln M}{\lambda}.$$

In a $6\times6$ film with $x_c=-0.343$ and $M=31$, $\ln G/\lambda$ is $-0.243$, $-0.337$ and $-0.343$ for $\lambda=5$, 20 and 80. At $\lambda=80$ the bound allows a deviation of 0.043. The better links cannot complete a path by themselves, and the much worse ones are bypassed. The critical link sets the exponent. The bound needs $\lambda\gg\ln M$, so for a large film at moderate disorder it says little, and the full network solution is needed.

**Q:** My film is much thicker than one region of the map. Does the single-layer result survive?

**A:** The bounds do, by the same trial patterns, but the geometric mean does not. Stack several layers, with $G$ now the conductance per layer, and first keep them separate. The expected conductivity is that of one layer, and Jensen's inequality gives $\langle G\rangle\ge e^{\langle\ln G\rangle}=g_0$. Now join the layers. Added links cannot lower the conductance, so the mean stays at or above $g_0$. The duality argument no longer applies, because it needs a network drawn in a plane.

For the same $s=1.934$ and layers of $12\times12$, with 40 samples per thickness, the mean $G/g_0$ is $1.03\pm0.02$ for one layer, $1.41\pm0.02$ for three joined layers and $1.57\pm0.01$ for twelve. The errors are standard errors. Three separate layers gave a sample mean of 0.99, slightly below the bound on the expectation, which a finite sample may do.

The fraction of links needed to join the electrodes, taking the best first, falls from 0.49 to 0.33 and 0.26. The third dimension offers more ways around a bottleneck. Even so, the twelve-layer value is far below the arithmetic mean of the distribution, which is 6.49 in the same unit. These samples are small, so 1.57 should not be read as the value for a bulk solid.

**Q:** Then what should I do with my map?

**A:** Keep the positions, not just the histogram. The harmonic and arithmetic means limit how much the arrangement can matter. If they are close, either will do. If they differ by a factor such as 42, solve for the potential on the map and use $G=\langle gw\rangle$. Divide the cells of the map finely enough that $G$ no longer changes appreciably; when neighbouring cells differ strongly, this can take many subdivisions, and the remaining error can be several times the last change. A map of one layer suffices only for a film one region thick; a thicker film needs the conductivities at all depths. For one planar layer with independent links and symmetric $\ln g$, the geometric mean is a justified estimate if the film is many links long and many links wide. A short, wide channel tends to lie above it, because a few good paths can span the short distance between the electrodes. The spread between samples grows with $W/kT$, so a cold film must be larger than a warm one for the same accuracy. My model leaves out correlated barriers, carrier statistics, tunnelling and contact resistance, so its values are not predictions for a particular oxide. The figures for all the cases are in the numerical output below.

## Computed values

```
prefactor 100 S/cm, mean barrier 0.15 eV, width 0.05 eV
temperature 300 K, kT 0.02585 eV, s = width/kT 1.9341
Gaussian model: arithmetic mean 1.9606 S/cm
Gaussian model: geometric mean 0.3021 S/cm
Gaussian model: harmonic mean 0.04654 S/cm
ratio arithmetic/geometric 6.491, arithmetic/harmonic 42.13
activation energy of arithmetic formula 0.0533 eV
one film 40x40: harmonic mean of links along field 0.05309 S/cm
one film: cross links cut 0.07413 S/cm
one film: solved conductivity 0.33522 S/cm
one film: cross links perfect 1.33048 S/cm
one film: arithmetic mean of links along field 1.80293 S/cm
one film: covariance of link conductivity and field -1.46771 S/cm
one film: product with dual film 1.0000000000
one film: fraction of links dissipating 90% of power 0.409
one film: activation energy from slope 0.14735 eV
one film: dissipation-weighted barrier 0.14735 eV
one film: plain mean barrier 0.14869 eV
200 films 10x10: mean ln(G/geometric) 0.0182 +- 0.0133, spread 0.1875
   typical G 0.3076 S/cm, mean activation energy 0.1494 +- 0.0004 eV
200 films 20x20: mean ln(G/geometric) -0.0083 +- 0.0074, spread 0.1052
   typical G 0.2996 S/cm, mean activation energy 0.1503 +- 0.0002 eV
200 films 40x40: mean ln(G/geometric) -0.0011 +- 0.0034, spread 0.0478
   typical G 0.3017 S/cm, mean activation energy 0.1501 +- 0.0001 eV
two-valued film, links 10.0 and 0.1 S/cm, half each along field
   stripes along field 5.0500 S/cm, across field 0.1980 S/cm
   100 shuffled films: typical 1.0046 S/cm, error of mean ln 0.0102
   shuffled films: lowest 0.7727, highest 1.2158 S/cm
critical link of a 6x6 film: x_c -0.3431, longest path 31 links
   lambda 5: ln(G)/lambda -0.2428, allowed deviation 0.6868
   lambda 20: ln(G)/lambda -0.3369, allowed deviation 0.1717
   lambda 80: ln(G)/lambda -0.3431, allowed deviation 0.0429
1 layers of 12x12: mean G/geometric joined 1.028 +- 0.024, separate 1.028
   mean x_c 0.033 +- 0.030, fraction of links needed 0.490
3 layers of 12x12: mean G/geometric joined 1.406 +- 0.021, separate 0.989
   mean x_c 0.451 +- 0.015, fraction of links needed 0.327
12 layers of 12x12: mean G/geometric joined 1.571 +- 0.012, separate 1.019
   mean x_c 0.645 +- 0.009, fraction of links needed 0.259
```
